# Thermal Tunnelling Through a Parabolic Barrier and Wigner's Correction

## First half: from the barrier to the thermal average

**Q.** An atom hops over a diffusion barrier. Classical rate theory counts the atoms with enough energy to pass the top. You want to multiply that rate by a tunnelling factor. What is it a ratio of?

**A.** It is the quantum thermal flux through the barrier divided by the classical thermal flux, with the same reactant population in both. I treat one coordinate $x$, separable from the others, and reactants held in thermal equilibrium at temperature $T$. Write $\beta=1/(kT)$.

To count arrivals, take a flat reactant region of length $\ell$ to the left of the barrier. Its running waves have wave numbers spaced by $2\pi/\ell$. A state of energy $E$ is occupied with probability $e^{-\beta E}/Z$, where $Z$ is the reactant partition function. A particle of speed $\hbar k_x/m$ strikes the barrier $\hbar k_x/(m\ell)$ times per unit time and is transmitted with probability $P(E)$. The flux is therefore

$$
J=\frac1Z\int\frac{\ell\,dk_x}{2\pi}\,\frac{\hbar k_x}{m\ell}\,P\,e^{-\beta E}
=\frac{1}{2\pi\hbar Z}\int P(E)\,e^{-\beta E}\,dE .
$$

The length cancels, and the last form follows from $dE=\hbar^2k_x\,dk_x/m$. The classical flux has the same form, with $P=0$ below the barrier top $V_0$ and $P=1$ above it. Since $\int_{V_0}^\infty e^{-\beta E}dE=e^{-\beta V_0}/\beta$, the ratio is

$$
\kappa=\beta\int P(E)\,e^{-\beta(E-V_0)}\,dE .
$$

**Q.** Then everything rests on $P(E)$. Which barrier do you use?

**A.** Near its top, a smooth barrier whose curvature there is not zero is approximately an inverted parabola,

$$
V(x)=V_0-\tfrac12 m\omega^2x^2 ,
$$

where $\omega$ is real and measures the curvature at the top. I shall use this form at every $x$. That is an assumption with consequences at low temperature, because this potential has no bottom.

The natural length is $\sqrt{\hbar/(m\omega)}$ and the natural energy is $\hbar\omega$. Define

$$
y=x\sqrt{\frac{m\omega}{\hbar}},\qquad
p=\frac{p_x}{\sqrt{m\hbar\omega}},\qquad
\varepsilon=\frac{E-V_0}{\hbar\omega}.
$$

Then $[y,p]=[x,p_x]/\hbar=i$. The energy measured from the top, in units of $\hbar\omega$, is represented by

$$
H=\tfrac12(p^2-y^2),\qquad H\psi=\varepsilon\psi .
$$

**Q.** You could now use a semiclassical exponent, but I would distrust it near the top, where the two turning points merge.

**A.** It isn't needed. Form two new variables,

$$
a=\frac{y+p}{\sqrt2},\qquad b=\frac{p-y}{\sqrt2}.
$$

Their commutator is

$$
[a,b]=\tfrac12\left([y,p]-[p,y]\right)=\tfrac12(i+i)=i,
$$

because $[y,y]$ and $[p,p]$ vanish. So $a$ and $b$ are related as a position and its momentum. Their products, with the order of factors kept, are

$$
ab=\tfrac12(yp-y^2+p^2-py),\qquad
ba=\tfrac12(py+p^2-y^2-yp).
$$

In the sum the mixed terms cancel, leaving $ab+ba=p^2-y^2$. Hence

$$
H=\tfrac12(ab+ba).
$$

**Q.** That is tidy algebra, but I asked about left and right. How do $a$ and $b$ know on which side the particle is?

**A.** Follow them in time. With time in units of $1/\omega$, an operator $O$ obeys $dO/dt=i[H,O]$. Using $[b,a]=-i$,

$$
[H,a]=\tfrac12\left(a[b,a]+[b,a]a\right)=-ia,\qquad
[H,b]=\tfrac12\left([a,b]b+b[a,b]\right)=ib .
$$

Therefore $da/dt=a$ and $db/dt=-b$, which give $a(t)=a\,e^{t}$ and $b(t)=b\,e^{-t}$. Subtracting the definitions gives $y=(a-b)/\sqrt2$, so

$$
y(t)=\frac{a\,e^{t}-b\,e^{-t}}{\sqrt2}.
$$

At late times the first term dominates, and the particle is on the right if $a>0$ and on the left if $a<0$. At early times the second term dominates, and $b>0$ means that the particle came from the left. The sign of $b$ records the side of arrival, and the sign of $a$ the side of departure. These are operator equations, so the statement holds for quantum wave packets as well as for classical paths.

**Q.** You cannot assign both signs at once, since $a$ and $b$ do not commute.

**A.** That is where the quantum scattering comes from. A state with a definite sign of $b$ has a spread over both signs of $a$. The transmission probability is the weight at $a>0$ in a state prepared with $b>0$.

First find the energy states in the $b$ representation. There $a$ acts as $i\,d/db$, because

$$
[a,b]f=i\frac{d(bf)}{db}-ib\frac{df}{db}=if .
$$

From $ba=ab-i$ we have $H=ab-i/2$. With $\phi(b)$ for the wave function, $H\phi=\varepsilon\phi$ reads

$$
i\frac{d(b\phi)}{db}-\frac i2\phi=\varepsilon\phi
\quad\Longrightarrow\quad
b\frac{d\phi}{db}=\left(-\tfrac12-i\varepsilon\right)\phi .
$$

The solution is a power. The equation is singular at $b=0$, so the two half-lines carry independent amplitudes. A particle arriving from the left alone has

$$
\phi_\varepsilon(b)=\begin{cases}b^{-1/2-i\varepsilon}, & b>0,\\ 0,& b<0.\end{cases}
$$

**Q.** And the amplitude in $a$ is its Fourier transform?

**A.** Yes. In the $a$ representation $b=-i\,d/da$, whose eigenfunctions are $e^{iab}/\sqrt{2\pi}$. Put $s=\tfrac12-i\varepsilon$, so that $b^{-1/2-i\varepsilon}=b^{s-1}$. Then

$$
\psi_\varepsilon(a)=\frac1{\sqrt{2\pi}}\int_0^\infty e^{iab}\,b^{s-1}\,db .
$$

**Q.** That integrand decays as $b^{-1/2}$. The integral does not converge absolutely.

**A.** Insert a damping factor $e^{-\eta b}$ with $\eta>0$ and remove it at the end. For a real positive number $q$, the substitution $t=qb$ in the definition of the gamma function gives

$$
\int_0^\infty e^{-qb}b^{s-1}db=q^{-s}\,\Gamma(s).
$$

Both sides are analytic for $\operatorname{Re}q>0$, so the equality extends to $q=\eta-ia$. As $\eta\to0$ the number $q$ approaches $-ia$ from the right half-plane. Its phase is then $-\pi/2$ for $a>0$ and $+\pi/2$ for $a<0$. Raising it to the power $-s$ gives

$$
q^{-s}\to|a|^{-s}e^{\pm i\pi s/2}
=|a|^{-1/2+i\varepsilon}\,e^{\pm i\pi/4}\,e^{\pm\pi\varepsilon/2},
$$

with the upper sign for $a>0$. The real exponential arises from $i(\pi/2)(-i\varepsilon)=\pi\varepsilon/2$. Thus

$$
\psi_\varepsilon(a)=c_\pm\,|a|^{-1/2+i\varepsilon},\qquad
|c_\pm|^2=\frac{|\Gamma(\tfrac12-i\varepsilon)|^2}{2\pi}\,e^{\pm\pi\varepsilon}.
$$

**Q.** These functions cannot be normalized. Why may I read $|c_+|^2$ as a probability?

**A.** Build a packet with energy amplitude $g(\varepsilon)$:

$$
\Phi(b)=\frac1{\sqrt{2\pi}}\int g(\varepsilon)\,b^{-1/2-i\varepsilon}\,d\varepsilon\qquad(b>0).
$$

Set $b=e^{\tau}$. Then $b^{1/2}\Phi$ is the ordinary Fourier transform of $g$ in the variable $\tau$, and $db=b\,d\tau$. Hence

$$
\int_0^\infty|\Phi|^2db=\int|g(\varepsilon)|^2d\varepsilon .
$$

The same substitution on each half-line of $a$ shows that the weights found there are

$$
W_\pm=\int|c_\pm(\varepsilon)|^2\,|g(\varepsilon)|^2\,d\varepsilon .
$$

So $|c_+|^2$ is the transmitted fraction at energy $\varepsilon$, and $|c_-|^2$ the reflected fraction. The transform from $b$ to $a$ preserves the norm for any $g$, which requires $|c_+|^2+|c_-|^2=1$ at each energy. Their ratio is $e^{2\pi\varepsilon}$. These two facts determine the transmission:

$$
P(\varepsilon)=\frac{e^{2\pi\varepsilon}}{1+e^{2\pi\varepsilon}}
=\frac1{1+e^{-2\pi\varepsilon}} .
$$

The same sum rule yields $|\Gamma(\tfrac12-i\varepsilon)|^2=\pi/\cosh(\pi\varepsilon)$, which will be useful later.

**Q.** I would like to see this survive contact with the original wave equation.

**A.** A numerical test integrates $\psi''=-(y^2+2\varepsilon)\psi$ across the barrier, starting from an outgoing wave on the right, and extracts the incoming wave on the left. At $\varepsilon=-0.60$ it gives $0.02254$, against $0.02253$ from the formula. At the top it gives $0.49999$, against one half. At $\varepsilon=0.40$ both give $0.92507$. The test accepts a relative difference of at most $2\times10^{-4}$, since the integration starts at a finite distance.

The value one half at the top has a simple origin: at $\varepsilon=0$ the weights for the two signs of $a$ are equal. Above the top there is still some reflection. The formula gives $1-P(\varepsilon)=P(-\varepsilon)$, so the fraction reflected at a given height above the top equals the fraction transmitted at the same depth below it.

**Q.** Now the thermal average. What is your small parameter?

**A.** None yet. The ratio that enters is the reduced barrier frequency

$$
u=\beta\hbar\omega=\frac{\hbar\omega}{kT}.
$$

Because $E-V_0=\hbar\omega\,\varepsilon$ and $dE=\hbar\omega\,d\varepsilon$, the flux ratio becomes

$$
\kappa=u\int_{-\infty}^{\infty}\frac{e^{-u\varepsilon}}{1+e^{-2\pi\varepsilon}}\,d\varepsilon .
$$

The lower limit is $-\infty$ because the parabola has no bottom.

**Q.** The Boltzmann factor grows without limit at negative energy. Are you sure the integral exists?

**A.** It exists under a condition. For large negative $\varepsilon$ the transmission behaves as $e^{2\pi\varepsilon}$, so the integrand behaves as $e^{(2\pi-u)\varepsilon}$. This decays towards $-\infty$ if $u<2\pi$. At the other end $P\to1$, and $e^{-u\varepsilon}$ decays if $u>0$. The range is therefore $0<u<2\pi$.

Within it, put $s=2\pi\varepsilon$, now a new integration variable, and $\alpha=u/(2\pi)$, so that $0<\alpha<1$:

$$
\kappa=\alpha I,\qquad
I=\int_{-\infty}^{\infty}f(s)\,ds,\qquad
f(s)=\frac{e^{-\alpha s}}{1+e^{-s}} .
$$

**Q.** How do you evaluate $I$ without looking it up?

**A.** Use a rectangle in the complex plane with corners $\pm R$ and $\pm R+2\pi i$, traversed anticlockwise. The denominator has period $2\pi i$, so on the upper edge

$$
f(s+2\pi i)=e^{-2\pi i\alpha}f(s).
$$

The upper edge is traversed from right to left and contributes $-e^{-2\pi i\alpha}I$ as $R\to\infty$. On the right edge $|f|\le e^{-\alpha R}/(1-e^{-R})$, and on the left edge $|f|\le e^{\alpha R}/(e^R-1)$. Both vanish for $0<\alpha<1$, while the edges keep the length $2\pi$.

Inside the rectangle $1+e^{-s}$ vanishes at $s=i\pi$. Its derivative there is $-e^{-i\pi}=1$, so the residue of $f$ is $e^{-i\pi\alpha}$. The residue theorem gives

$$
I\left(1-e^{-2\pi i\alpha}\right)=2\pi i\,e^{-i\pi\alpha}.
$$

Multiplying both sides by $e^{i\pi\alpha}$,

$$
I\left(e^{i\pi\alpha}-e^{-i\pi\alpha}\right)=2\pi i
\quad\Longrightarrow\quad
I=\frac{\pi}{\sin\pi\alpha}.
$$

Since $\pi\alpha=u/2$, the tunnelling factor is

$$
\kappa=\alpha I=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
$$

Direct quadrature of the thermal average agrees with this result to a relative accuracy of $10^{-9}$ at $u=0.3$, $2$, $5$ and $6$.

**Q.** The mass has vanished from the answer.

**A.** It is contained in $\omega$. For a fixed potential the curvature $m\omega^2$ at the top is fixed, so $\omega\propto m^{-1/2}$. A heavier isotope has a smaller $u$ at the same temperature, and hence a smaller $\kappa$, because $z/\sin z$ increases on $0<z<\pi$. Its derivative there is $(\sin z-z\cos z)/\sin^2z$. The numerator starts from zero and has the positive derivative $z\sin z$.

## Second half: small corrections, deep tunnelling and real barriers

The symbols carried over are $u=\hbar\omega/(kT)$, the energy $\varepsilon=(E-V_0)/(\hbar\omega)$ measured from the top, and $\beta=1/(kT)$. The transmission of the parabola and its thermal average are

$$
P(\varepsilon)=\frac1{1+e^{-2\pi\varepsilon}},\qquad
\kappa=u\int_{-\infty}^{\infty}e^{-u\varepsilon}P\,d\varepsilon
=\frac{u/2}{\sin(u/2)}\quad(0<u<2\pi).
$$

**Q.** At high temperature $u$ is small. What is left of the quantum correction?

**A.** Set $z=u/2$ and expand the sine:

$$
\frac{z}{\sin z}=\frac1{1-h},\qquad h=\frac{z^2}{6}-\frac{z^4}{120}+\dots
$$

With $1/(1-h)=1+h+h^2+\dots$, the coefficient of $z^4$ is $-1/120+1/36=7/360$. Restoring $z=u/2$,

$$
\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots
$$

The first two terms are Wigner's correction.

**Q.** Tunnelling should start at first order in $u$. Why is there no linear term?

**A.** Because reflection above the top cancels it. Split the average at $\varepsilon=0$. The gain $G$ from below and the loss $L$ above, relative to the classical flux, are

$$
G=u\int_0^\infty\frac{e^{u\varepsilon}}{1+e^{2\pi\varepsilon}}d\varepsilon,\qquad
L=u\int_0^\infty\frac{e^{-u\varepsilon}}{1+e^{2\pi\varepsilon}}d\varepsilon .
$$

In $G$ I reversed the sign of $\varepsilon$. In $L$ I used $1-P=1/(1+e^{2\pi\varepsilon})$. To lowest order each equals $u\ln2/(2\pi)$, because $\int_0^\infty dt/(1+e^t)=\ln2$. The difference is

$$
\kappa-1=G-L=2u\int_0^\infty\frac{\sinh(u\varepsilon)}{1+e^{2\pi\varepsilon}}d\varepsilon
\simeq2u^2\int_0^\infty\frac{\varepsilon\,d\varepsilon}{1+e^{2\pi\varepsilon}} .
$$

With $t=2\pi\varepsilon$ the last integral is $(4\pi^2)^{-1}\int_0^\infty t\,dt/(1+e^t)$. Expanding $1/(1+e^t)$ in powers of $e^{-t}$ turns the $t$ integral into $1-\tfrac14+\tfrac19-\dots=\pi^2/12$. The result is $2u^2/48=u^2/24$. Wigner's term is thus a net effect: the Boltzmann weight favours the energies below the top over those above it.

**Q.** Give me numbers.

**A.** Take round model parameters, $\hbar\omega=50$ meV and $V_0=800$ meV, for an atom hopping through a diffusion barrier. At 300 K, $kT=25.852$ meV, so

$$
u=\frac{50}{25.852}=1.934,\qquad
\kappa=\frac{0.967}{\sin0.967}=1.175,\qquad
1+\frac{u^2}{24}=1.156 .
$$

The gain is $0.330$ and the loss $0.155$, which again gives $1+0.330-0.155=1.175$. A share $0.330/1.175=0.28$ of the transmitted flux passes below the top. At this temperature the factor changes the rate as much as lowering the barrier by $kT\ln\kappa=4.2$ meV would, which is small beside 800 meV. The slope of an Arrhenius plot shifts by a different amount, because $\kappa$ itself varies with temperature.

Other temperatures are listed here. The last column belongs to a finite barrier, which your later objections will require.

| $T$ (K) | $u$ | $\kappa$ | Wigner | finite |
|---|---|---|---|---|
| 1000 | 0.580 | 1.014 | 1.014 | 1.016 |
| 600 | 0.967 | 1.040 | 1.039 | 1.043 |
| 300 | 1.934 | 1.175 | 1.156 | 1.179 |
| 200 | 2.901 | 1.461 | 1.351 | 1.464 |
| 120 | 4.835 | 3.65 | 1.97 | 3.45 |
| 100 | 5.802 | 12.2 | 2.40 | 8.36 |

At 120 K Wigner's two terms give little more than half of the parabolic $\kappa$.

**Q.** At which energy do most of these atoms cross?

**A.** The integrand $e^{-u\varepsilon}P$ peaks where the derivative of its logarithm vanishes:

$$
-u+\frac{2\pi}{1+e^{2\pi\varepsilon}}=0
\quad\Longrightarrow\quad
\varepsilon^*=\frac1{2\pi}\ln\left(\frac{2\pi}{u}-1\right).
$$

The derivative decreases steadily with $\varepsilon$, so this is the single maximum. It lies above the top for $u<\pi$ and below it for $u>\pi$. For the parabola with the $\hbar\omega$ of the example, it crosses the top at 184.7 K. It is 6.4 meV above the top at 300 K and 19.8 meV below it at 100 K.

**Q.** Your formula explodes at $u=2\pi$, which here is 92.3 K. Does the rate become infinite?

**A.** No. At $u=2\pi$ the integrand tends to a constant as $\varepsilon\to-\infty$, and for larger $u$ it grows as $e^{(u-2\pi)|\varepsilon|}$. The average then diverges because the parabola supplies particles at unlimited depth. The expression $(u/2)/\sin(u/2)$ turns negative just beyond $2\pi$, and it has no meaning there as a flux ratio.

**Q.** Then cut the energy off at the reactant floor, $V_0$ below the top. Is that the whole repair?

**A.** It makes the average finite, but it is not the whole repair. Let $v=V_0/(\hbar\omega)$, here 16. Since $P<e^{2\pi\varepsilon}$, the part removed for $u<2\pi$ is less than

$$
u\int_{-\infty}^{-v}e^{(2\pi-u)\varepsilon}d\varepsilon
=\frac{u\,e^{-(2\pi-u)v}}{2\pi-u}.
$$

At 100 K the removed part is $0.0055$, out of $\kappa=12.2$. Yet the finite barrier in the table gives $8.36$. Most of that difference comes from the shape of the barrier.

**Q.** Which finite barrier is it, and can its transmission be derived?

**A.** It is $V=V_0/\cosh^2(y/w)$. Near the top, in units of $\hbar\omega$, it is $v-vy^2/w^2$. Equal curvature requires $v/w^2=\tfrac12$, so $w^2=2v$.

Let $X=y/w$ and let $e=v+\varepsilon$ be the energy from the floor. The wave equation becomes

$$
\psi''+\left(K^2-\frac{4v^2}{\cosh^2X}\right)\psi=0,\qquad K^2=2ew^2=4ve .
$$

Write $\psi=(\cosh X)^{iK}F(\xi)$ with $\xi=(1-\tanh X)/2$. Then $\xi(1-\xi)=1/(4\cosh^2X)$, and substitution gives

$$
\xi(1-\xi)F''+(1-iK)(1-2\xi)F'-(4v^2-K^2-iK)F=0 .
$$

This is the hypergeometric equation, whose solution regular at $\xi=0$ is $F(A,B;C;\xi)$ with $C=1-iK$ and

$$
A,B=\tfrac12-iK\pm i\mu,\qquad \mu^2=4v^2-\tfrac14 .
$$

On the far right $\xi\to0$ and $F\to1$, so $\psi$ is an outgoing wave of unit size. On the far left $\xi\to1$. The standard connection formula of the hypergeometric function gives the incoming wave the amplitude, up to a phase,

$$
\frac{\Gamma(1-iK)\,\Gamma(-iK)}{\Gamma(A)\,\Gamma(B)} .
$$

The transmission $P_f$ is the inverse square of its modulus. We have $|\Gamma(\tfrac12+iq)|^2=\pi/\cosh\pi q$ for real $q$, and $\mu$ is real for $v\ge\tfrac14$, which covers the barriers used here. The reflection formula of the gamma function gives $|\Gamma(-iK)|^2=\pi/(K\sinh\pi K)$, and $|\Gamma(1-iK)|^2$ is $K^2$ times this. Hence

$$
P_f=\frac{\sinh^2\pi K}{\cosh\pi(K-\mu)\cosh\pi(K+\mu)}
=\frac{\sinh^2\pi K}{\sinh^2\pi K+\cosh^2\pi\mu}.
$$

Integration of the wave equation for $v=0.8$ confirms this at two energies, one below and one above the top.

**Q.** The table puts the finite barrier above the parabola at 200 K and below it at 120 K. Is that an accident?

**A.** It follows from an expansion in $1/v$. For a high barrier, and energies near its top, $\pi K$ and $\pi\mu$ are large and $P_f\simeq1/(1+e^{-2\pi(K-\mu)})$. From $K=2v\sqrt{1+\varepsilon/v}$ and $\mu=2v\sqrt{1-1/(16v^2)}$,

$$
K-\mu\simeq\varepsilon+\delta,\qquad
\delta=\frac1{16v}-\frac{\varepsilon^2}{4v} .
$$

So $P_f\simeq P+\delta P'$. Integrating the thermal average by parts gives $\kappa=\int e^{-u\varepsilon}P'd\varepsilon$, since the boundary terms vanish for $0<u<2\pi$. Two derivatives with respect to $u$ bring down $\varepsilon^2$. Therefore

$$
\kappa_f-\kappa\simeq\frac{u}{16v}\left(\kappa-4\frac{d^2\kappa}{du^2}\right).
$$

With $z=u/2$, $4\,d^2/du^2=d^2/dz^2$, and

$$
\frac{d^2}{dz^2}\frac z{\sin z}
=\frac{z}{\sin z}(1+2\cot^2z)-\frac{2\cot z}{\sin z}.
$$

Subtracting this from $z/\sin z$ leaves

$$
\kappa_f-\kappa\simeq\frac{u}{8v}\,\frac{\cos z}{\sin^2z}\,(1-z\cot z).
$$

For $0<z<\pi$ the last bracket is positive, because $\sin z-z\cos z>0$. The sign is that of $\cos z$, so at this order it changes at $u=\pi$. At 300 K the formula gives $0.0042$, equal to the tabulated difference before rounding. At 120 K it gives $-0.24$, while the computed difference is $-0.20$, so higher orders in $1/v$ are already visible.

**Q.** Does this shape effect spoil Wigner's term?

**A.** It changes its coefficient slightly. For small $z$, $\cos z/\sin^2z\simeq1/z^2$ and $1-z\cot z\simeq z^2/3$, so the difference is $u/(24v)$. Because $uv=V_0/(kT)$,

$$
\kappa_f-1\simeq\frac{u^2}{24}\left(1+\frac{kT}{V_0}\right).
$$

Both terms are of order $\hbar^2$. For this barrier, Wigner's term therefore needs $kT\ll V_0$ as well as small $u$. A numerical test at $u=0.3$, with $V_0/(kT)=20$ and $40$, finds $\kappa_f-\kappa$, taken against the full parabolic $\kappa$, to be $0.998$ of the predicted $(u^2/24)\,kT/V_0$ in both cases. The full $\kappa$ must be subtracted, since its term $7u^4/5760$ is already 5 and 10 per cent of the extra term here.

**Q.** And below 92 K?

**A.** The finite barrier has a finite average, since its energies start at $-v$ and $P_f\le1$. At 80 K, where $u=7.25$, it gives $\kappa_f\simeq263$. This number belongs to the $1/\cosh^2$ shape. A Gaussian barrier of the same height and top curvature gives about $540$ at 80 K and $8.85$ at 100 K, so at these temperatures height and curvature no longer fix the factor. This growth does not mean that the hopping rate rises on cooling. The exponent $V_0/(kT)=uv$ is $92.8$ at 100 K and $116.0$ at 80 K, so the classical Boltzmann factor falls by $e^{-23.2}$. That far outweighs the rise of the tunnelling factor from $8.36$ to $263$.

**Q.** Where is the zero-point motion of the atom in its well?

**A.** In $Z$, which cancelled from $\kappa$. For a harmonic well of frequency $\omega_w$, let $u_w=\hbar\omega_w/(kT)$. Summing over the levels gives

$$
Z=\sum_{n=0}^\infty e^{-u_w(n+1/2)}=\frac1{2\sinh(u_w/2)},
$$

while the classical value is $1/u_w$. The flux formula was derived for a continuum of running waves. It carries over to a well if the sum over levels at the energies that matter for crossing may be replaced by an integral. At the temperatures of the table, that is accurate when these levels are spaced well below $\hbar\omega$, the energy range over which $P$ rises from 0.04 to 0.96. For equally spaced levels and the finite barrier at 300 K, a spacing of $\hbar\omega/2$ changes the flux by less than 1 per cent and a spacing of $\hbar\omega$ by up to 15 per cent. Far below 92 K the crossing moves to the lowest levels, and the sum cannot be replaced by an integral even for closely spaced levels. If this holds and a thermal bath keeps the well in equilibrium, a rate calculated with the classical $Z$ must be multiplied by $\kappa$ and also by $\sinh(u_w/2)/(u_w/2)$. The second factor exceeds one because zero-point energy raises the atom in its well. Leaving it out would miss a correction that starts as $u_w^2/24$, the same form as Wigner's term. This rule is for one separable coordinate. In a real hop the transverse frequencies usually differ between well and saddle, and each transverse mode adds the factor $\sinh(u'/2)/(u'/2)$ of the well divided by the same expression at the saddle, with $u'$ the reduced frequency of that mode at each place. If the modes stiffen at the saddle the product can fall below one: a well with three 50 meV modes and two 80 meV transverse modes at the saddle gives $0.75$ at 300 K, or $0.88$ with $\kappa$ included. The numerical output covers the barrier factor alone.

## Table of computed values

```
barrier quantum hbar*w = 50.0 meV, height V0 = 800.0 meV
reduced height v = V0/(hbar*w) = 16.00
parabolic average diverges at T = 92.35 K (u = 2 pi)
peak energy crosses the top at T = 184.69 K (u = pi)
Transmission: eps, wave equation, formula (no unit)
  -0.60  0.02254  0.02253
  -0.20  0.22155  0.22155
   0.00  0.49999  0.50000
   0.40  0.92507  0.92507
T/K, u, kappa, Wigner 1+u^2/24, kappa of sech^2 barrier
    1000  0.5802  1.0142  1.0140  1.0157
     600  0.9670  1.0401  1.0390  1.0425
     300  1.9341  1.1747  1.1559  1.1789
     200  2.9011  1.4611  1.3507  1.4635
     120  4.8352  3.6499  1.9741  3.4543
     100  5.8023  12.1818  2.4028  8.3567
T/K, gain below top, loss above top, peak energy from top/meV
    1000  0.0718  0.0576  18.19
     600  0.1301  0.0900  13.56
     300  0.3300  0.1553  6.45
     200  0.6654  0.2043  1.22
     120  2.9221  0.2722  -9.60
     100  11.4783  0.2965  -19.82
kT at 300 K = 25.852 meV
kT ln(kappa) at 300 K = 4.163 meV
share of flux below the top at 300 K = 0.2809
part of kappa below the floor at 100 K = 5.492e-03, bound 5.492e-03
80 K: u = 7.2528, sech^2 barrier kappa = 262.822
V0/kT, (kappa_sech2 - kappa)*24*(V0/kT)/u^2 at u = 0.3
  20  0.9976
  40  0.9977
```
